# Fock logarithms and Hylleraas errors in energy, contact density and p⁴

**Question.** A Hylleraas expansion contains powers of $r_{12}$ and describes the electron–electron cusp well. Why, then, do the expectation values of $\delta(\mathbf r_1)$ and $p_1^4$ carry much larger relative errors than the energy? What part do the logarithms at the triple coalescence play, and how can a second set of exponents, which contains no logarithm, repair some of the damage?

**Answer.**

## The point that the basis cannot describe

Take two electrons in a spatially symmetric S state around a fixed point nucleus of charge $Z$, without relativity. In Hartree atomic units

$$
H=-\tfrac12(\nabla_1^2+\nabla_2^2)+V,\qquad V=-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_{12}} .
$$

A Hylleraas set of degree $\Omega$ consists of the symmetrized functions $r_1^i r_2^j r_{12}^k e^{-\varepsilon(r_1+r_2)}$ with $i+j+k\le\Omega$. Its odd powers supply the kinks at $r_1=0$, $r_2=0$ and $r_{12}=0$. The remaining difficulty is the point where all three distances vanish, $R=\sqrt{r_1^2+r_2^2}=0$.

Expand $\psi=1+\psi_1+\psi_2+\dots$ there, with $\psi_n$ of order $R^n$ apart from logarithms. At order $R^{-1}$ the equation is $-\frac12\Delta\psi_1+V=0$, where $\Delta=\nabla_1^2+\nabla_2^2$. Since $\Delta r_1=2/r_1$ and $\Delta r_{12}=4/r_{12}$,

$$
\psi_1=-Z(r_1+r_2)+\tfrac12r_{12}.
$$

This is a polynomial in the Hylleraas variables. At the next order

$$
\Delta\psi_2=2(V\psi_1-E). \tag{1}
$$

Consider $h=\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-r_{12}^2)/2$, which satisfies $\Delta h=0$. In six dimensions, the Laplacian of a homogeneous function $g$ of degree two equals $(12+\Delta_S)g/R^2$, where $\Delta_S$ acts on the angles. On $h$ it gives $\Delta_S h=-12h$. Hence $\Delta g$ has no projection on $h$ over the sphere $R=1$. If the right side of (1) has one, no homogeneous function of degree two can solve the equation.

A logarithm supplies the missing projection. With $\Delta\ln R=4/R^2$ and $\nabla h\cdot\nabla\ln R=2h/R^2$,

$$
\Delta(h\ln R)=\frac{4h}{R^2}+2\,\frac{2h}{R^2}=\frac{8h}{R^2}.
$$

Writing $\psi_2=c\,h\ln R+\psi_{20}$ and projecting (1) on $h$ gives

$$
c=\frac{\langle h|V\psi_1\rangle}{4\langle h|h\rangle}. \tag{2}
$$

## The coefficient of the logarithm

In $V\psi_1$ the term in $Z^2$ depends on $r_1,r_2$ alone, and the term without $Z$ is the constant $1/2$. Neither projects on $h$, nor does $E$. The mixed term is

$$
-Z(r_1+r_2)\left[\frac{r_{12}}{2r_1r_2}+\frac1{r_{12}}\right].
$$

So the logarithm comes from the interplay of nuclear attraction and electron repulsion. Without repulsion this source vanishes, and $e^{-Z(r_1+r_2)}$ is the ground state.

Let $x$ be the smaller and $y$ the larger radius, and $u$ the cosine of the angle between the electrons. The $P_1(u)$ coefficient of $1/r_{12}$ is $x/y^2$. That of $r_{12}=(x^2+y^2-2xyu)/r_{12}$ is

$$
\frac{(x^2+y^2)x}{y^2}-2xy\left(\frac1y+\frac{2x^2}{5y^3}\right)=\frac{x^3}{5y^2}-x .
$$

Put $x=\sin a$, $y=\cos a$, $0<a<\pi/4$, and double for the other ordering. The angular measure is $x^2y^2\,da\,du$, $h=xyu$, and $\int u^2du=2/3$. Therefore

$$
\langle h|V\psi_1\rangle=-\frac{4Z}{3}\int_0^{\pi/4}(x+y)\left(\frac{x^5}{10}-\frac{x^3y^2}{2}+x^4y\right)da .
$$

The integrand expands to $\frac1{10}x^6+\frac{11}{10}x^5y+\frac12x^4y^2-\frac12x^3y^3$. The four monomials integrate to $\frac{5\pi}{64}-\frac{11}{48}$, $\frac1{48}$, $\frac\pi{64}-\frac1{48}$ and $\frac1{24}$. With their factors they add to $(\pi-2)/64$. Also $\langle h|h\rangle=\frac23\int_0^{\pi/2}\sin^4a\cos^4a\,da=\pi/128$. Equation (2) becomes

$$
c=-\frac{2Z(\pi-2)}{3\pi}. \tag{3}
$$

For $Z=2$ this is $-0.484507\,a_0^{-2}$ relative to $\psi(0)$. A numerical projection of the full source tests the formula.

The logarithm has a companion. After its removal,

$$
\Delta\psi_{20}=2(V\psi_1-E)-\frac{8ch}{R^2}.
$$

The Laplacian of a polynomial in $r_1,r_2,r_{12}$ has denominators made of these distances, not of $R^2=r_1^2+r_2^2$. Thus $\psi_{20}$ is not such a polynomial either. It is of order $R^2$, like the logarithmic term up to the logarithm, so a convergence rate alone cannot tell the two apart.

## Why the operators see the defect more strongly

Suppose that the basis resolves $\psi$ down to a radius $R_0$, and that inside it the error $\delta\psi$ is of order $R_0^2$. The volume of this region in six dimensions is of order $R_0^6$.

The energy is stationary, so its error is quadratic, $\Delta E=\langle\delta\psi|H-E|\delta\psi\rangle$ for a normalized trial state. The kinetic part dominates:

$$
\Delta E\sim R_0^6\left(\frac{R_0^2}{R_0}\right)^2=R_0^8 .
$$

The contact density is not stationary. Its error is linear in $\delta\psi$ and is collected on the set $\mathbf r_1=0$, where three dimensions remain:

$$
\Delta\langle\delta(\mathbf r_1)\rangle\sim R_0^3R_0^2=R_0^5 .
$$

The term $\mathbf r_1\cdot\mathbf r_2\ln R$ itself vanishes at $\mathbf r_1=0$. The error of its polynomial replacement need not vanish there.

For the other operator use $\langle p_1^4\rangle=\langle\nabla_1^2\psi|\nabla_1^2\psi\rangle$. From $\psi_1$ one has $\nabla_1^2\psi\sim1/R$, while $\nabla_1^2\delta\psi\sim1$. The linear error is of order $R_0^6/R_0=R_0^5$, and the quadratic one is smaller, of order $R_0^6$.

These estimates ignore angular cancellations and errors away from the triple coalescence. The latter matter for the operators, as the response function shows. Let $\chi$ solve $(H-E)\chi=-(A-\langle A\rangle)\psi$. To first order,

$$
\Delta\langle A\rangle=2\langle\delta\psi|A-\langle A\rangle|\psi\rangle=-2\langle\delta\psi|H-E|\chi\rangle .
$$

The variational equations make $(H-E)\delta\psi$ orthogonal to every basis function $v$, apart from terms of order $\Delta E$. One may therefore replace $\chi$ by $\chi-v$. The energy error pairs the defect of $\psi$ with itself; the operator error pairs it with the defect of $\chi$. For $A=\delta(\mathbf r_1)$ the singular equation $-\frac12\nabla_1^2\chi=-\delta(\mathbf r_1)\psi$ gives $\chi\simeq-\psi/(2\pi r_1)$. This is singular for every position of the second electron, and the basis has no power $r_1^{-1}$. Adding logarithms improves $\psi$ but does not cure this second factor.

## From radius to basis size

A hyperradial model turns the counting into a calculation. Approximate $f=R^2\ln R\,e^{-R}$ by $R^ne^{-R}$, $n\le\Omega$, minimizing the error in the energy-like form

$$
a(g,g')=\int_0^\infty\left(\frac{dg}{dR}\frac{dg'}{dR}+gg'\right)R^5dR .
$$

The functions $\phi_n=L_n^{(4)}(2R)e^{-R}$ span the same space. Laguerre's equation gives

$$
(-\Delta+1)\phi_n=\frac{2n+5}{R}\phi_n .
$$

After integration by parts, $a(\phi_m,\phi_n)=(2n+5)N_n\delta_{mn}$, with $N_n=\int R^4\phi_n^2dR=(n+4)!/(32\,n!)$. The equation also shows the resolution. Near the origin the local wavenumber obeys $k^2\sim2n/R$, and $kR\sim1$ occurs at $R\sim1/(2n)$. With exponent $\varepsilon$ this becomes $R_0\sim1/(\varepsilon\Omega)$, up to a constant.

All overlaps follow from one integral. Insert Rodrigues' formula for $L_n^{(4)}$ and integrate by parts $n$ times:

$$
I_n(\mu)=\int_0^\infty R^{4+\mu}e^{-R}\phi_n\,dR=\frac{\Gamma(5+\mu)}{2^{5+\mu}}\frac{(-\mu)_n}{n!},
$$

where $(q)_n=q(q+1)\cdots(q+n-1)$. The logarithm is a derivative with respect to $\mu$ at $\mu=2$. For $n\ge3$ the product $(-\mu)_n$ contains the factor $2-\mu$, which vanishes there, so that factor must be differentiated. The result is $-2(n-3)!$, and

$$
b_n=\int_0^\infty R^4\phi_nf\,dR=\frac{720}{128}\,\frac{-2(n-3)!}{n!}=-\frac{11.25}{n(n-1)(n-2)} .
$$

The best coefficient of $\phi_n$ is $b_n/N_n$. The omitted terms give the energy error

$$
D_\Omega=\sum_{n>\Omega}(2n+5)\frac{b_n^2}{N_n}\simeq\sum_{n>\Omega}\frac{8100}{n^9}\simeq\frac{1012.5}{\Omega^8}. \tag{4}
$$

Model the contact operator by $\int R^2e^{-R}g\,dR$. It has the three-dimensional measure found above, and its value on $\phi_n$ is $I_n(-2)=(n+1)/4$. Model the linear part of $p^4$ by $\int R^5(e^{-R}/R)\Delta g\,dR$. For $n\ge1$ its value on $\phi_n$ is

$$
I_n(0)-(2n+5)I_n(-1)=-\tfrac38(2n+5).
$$

Multiplication by $b_n/N_n\simeq-360/n^7$ and summation give

$$
\Delta_{\rm contact}\simeq-\frac{18}{\Omega^5},\qquad \Delta_{p^4}\simeq\frac{54}{\Omega^5}. \tag{5}
$$

Direct minimization at degree 10 tests all three tail sums. It gives $6.57\times10^{-6}$ for the energy, $-9.57\times10^{-5}$ for contact and $3.18\times10^{-4}$ for $p^4$. Formulas (4) and (5) would give $1.01\times10^{-5}$, $-1.8\times10^{-4}$ and $5.4\times10^{-4}$, so degree 10 is not yet asymptotic. Between degrees 400 and 800 the powers are 7.99, 4.99 and 4.99.

## How two exponents imitate a logarithm

A logarithm is a superposition of exponentials over all scales:

$$
-\ln R=\int_0^\infty\frac{e^{-tR}-e^{-t}}t\,dt .
$$

Both sides vanish at $R=1$ and have derivative $-1/R$. Now keep only exponents between $a$ and $b$, and call $W(R)=\int_a^be^{-tR}dt/t$. Then

$$
-\frac{dW}{d\ln R}=R\int_a^be^{-tR}dt=e^{-aR}-e^{-bR}. \tag{6}
$$

A perfect logarithm would have slope 1 here. The slope in (6) is close to 1 for $1/b\ll R\ll1/a$ and tends to zero at both ends. For $a=2$ and $b=6\,a_0^{-1}$ it peaks at 0.385, at $R=\ln(b/a)/(b-a)=0.275\,a_0$. Such a narrow band is a poor logarithm by itself.

Polynomials widen the band, because

$$
e^{-tR}=e^{-aR}\sum_j\frac{[-(t-a)R]^j}{j!}.
$$

Powers of $R$ beside $e^{-aR}$ thus represent exponents near $a$; those beside $e^{-bR}$ represent exponents near $b$. The larger exponent resolves smaller distances while the smaller one keeps the outer wave function. In the two-electron basis the scale is $s=r_1+r_2$ instead of $R$. Since $\ln R=\ln s+\ln(R/s)$ and $R/s$ lies between $1/\sqrt2$ and 1, the scale dependence is the same. The bounded angular function that remains must still be approximated.

In the radial model, doubling can be compared with a single exponent at equal size. The functions $R^je^{-\kappa R}$ and $R^je^{-(\kappa+\eta)R}$ with $j<m$ span the solutions of

$$
\left(\frac d{dR}+\kappa\right)^m\left(\frac d{dR}+\kappa+\eta\right)^mg=0 .
$$

As $\eta\to0$ this becomes the equation solved by $R^je^{-\kappa R}$ with $j<2m$. A single set is therefore a limit of doubled sets, and freely optimized exponents cannot do worse.

On the scanned grids, the best single set of 12 functions has energy error $3.17\times10^{-6}$. The best 6+6 set, with exponents 1 and 3, has $1.15\times10^{-8}$, which is 275 times smaller. The contact error falls by a factor of 43. These factors are not gains over an optimized single set. The single-exponent grid has a step of 0.5, and its best point is the exponent 1 of the target itself. Since $R_0\sim1/(\varepsilon\Omega)$, an exponent between 1 and 1.5, which the grid omits, can do better. Exponent 1.4 gives $1.19\times10^{-7}$, and the energy gain from doubling falls to a factor of about 10. The doubled optimum lies at the edge of its grid, so it is not fully optimized either. Optimizing both sets gives $9.2\times10^{-8}$ for a single exponent near 1.38 and $1.8\times10^{-9}$ for the pair 1.05 and 3.43, a gain of about 50.

With fixed exponents, the larger one still gives $R_0\propto1/\Omega$. This suggests a better prefactor but an unchanged final power. For exponents 1 and 4 the energy power between 12+12 and 24+24 functions is 7.5, compatible with that argument but no proof of it.

## The two-electron numbers

Take $Z=2$ as a model parameter. The reference is a doubled set of 256 functions with exponents 2 and $6\,a_0^{-1}$. It gives $E=-2.903724377$ hartree, $\langle\delta(\mathbf r_1)\rangle=1.81043\,a_0^{-3}$ and $\langle p_1^4\rangle=54.088\,(\hbar/a_0)^4$. Relative to a smaller doubled set these change by $7\times10^{-11}$, $3.3\times10^{-6}$ and $5.6\times10^{-6}$. The changes indicate the remaining uncertainty; they do not bound it. The reference lies above the accepted high-precision values by about $2\times10^{-11}$, $2.3\times10^{-7}$ and $2.5\times10^{-7}$ in relative terms. The last digit of the smallest errors below is therefore uncertain: against the accepted values $6.52\times10^{-5}$ becomes $6.49\times10^{-5}$, and $1.66\times10^{-9}$ becomes $1.68\times10^{-9}$.

For a single exponent of $2\,a_0^{-1}$, the errors relative to the reference are:

| Degree | Energy | Contact | $p_1^4$ |
|---:|---:|---:|---:|
| 5 | $1.39\times10^{-6}$ | $5.40\times10^{-4}$ | $9.70\times10^{-4}$ |
| 7 | $2.12\times10^{-7}$ | $1.51\times10^{-4}$ | $2.86\times10^{-4}$ |
| 9 | $4.93\times10^{-8}$ | $6.52\times10^{-5}$ | $1.26\times10^{-4}$ |

From degree 7 to 9 the energy power is $\ln(21.15/4.932)/\ln(9/7)=5.8$. Contact and $p^4$ both give 3.3. The operators do converge more slowly, but the estimates 8 and 5 are not reached. A slow approach to the asymptotic regime is a possible reason, not one established here. The operator errors change sign: they are positive and small at degree 4, negative and larger at degree 5. This makes the fitted powers over degrees 4 to 9 (5.39, 1.28 and 0.00) useless as asymptotic exponents.

Adding logarithmic functions tests their effect on the energy. Degree 7 with a logarithmic block of degree 4 has 92 functions and an energy error of $6.9\times10^{-9}$. The polynomial set of degree 8 has 95 functions and an error of $9.8\times10^{-8}$, 14 times larger. For contact and $p^4$ the gain is a factor of 1.6 each. At this exponent, the logarithmic set thus avoids most of the energy error of a polynomial set of similar size, but more than 60% of the operator errors remain. The gain depends on the exponent. With $2.5\,a_0^{-1}$ the polynomial set of degree 8 has an energy error of $2.9\times10^{-8}$, which leaves a factor of about 4 to the logarithmic set with exponent $2\,a_0^{-1}$. The operator errors of the polynomial set change sign near that exponent, so they allow no similar comparison there. The calculation does not show that the logarithm alone limits the operators. The singular response function and the non-polynomial companion are plausible sources of the rest; their shares were not separated.

Doubling with degrees 8+5 uses 129 functions. Compared with the single set of degree 9 and 125 functions, it lowers the magnitudes of the three errors as follows:

- Energy: to $1.66\times10^{-9}$, by a factor of 30.
- Contact: to $2.0\times10^{-5}$, by a factor of 3.2.
- $p_1^4$: to $3.3\times10^{-5}$, by a factor of 3.8.

Part of this gain is simple rescaling. Among the scanned single exponents, $2.5\,a_0^{-1}$ gives the lowest energy at degree 9, with error $1.14\times10^{-8}$. Against that set, doubling gains factors of 6.9, 1.9 and 2.1. The operator errors are negative for both single sets and positive for the doubled set. Their factors therefore compare magnitudes for these particular sets and do not measure a steady gain from doubling.

## What this means for the Breit correction

The one-body Breit terms of both electrons add to

$$
E_B=\alpha^2\left[\pi Z\langle\delta(\mathbf r_1)\rangle-\tfrac14\langle p_1^4\rangle\right].
$$

The bracket is $11.375-13.522=-2.147$, so $E_B=-1.1432\times10^{-4}$ hartree, or $-7.522\times10^5$ MHz. Two-body Breit terms, recoil and quantum electrodynamic corrections are left out.

The subtraction enlarges relative errors. At degree 9 the single set has a contact part of $-260$ MHz and a $p^4$ part of $+597$ MHz. They add to $+337$ MHz, or $4.5\times10^{-4}$ of $|E_B|$, more than the relative error of either expectation value. The nonrelativistic energy error is still larger in absolute terms, 942 MHz, because $E_B$ carries the factor $\alpha^2$.

With the doubled set the order changes. The energy error falls to 32 MHz and the Breit error to about $-80$ MHz. The change between the two reference sets corresponds to 13 MHz in the contact part and 26 MHz in the $p^4$ part, so the last figure is rough. In this doubled set the linear errors of the singular operators are therefore the larger concern. The order depends on the degrees and exponents chosen, so this is an example and not a general rule. The numerical output gives the remaining degrees and the separate contributions.

## Values computed for the example and the checks

```
Nuclear charge Z = 2.0 e
Fock coefficient of r1.r2 ln R: -0.484506970 a0^-2 (relative to psi(0))
Model errors at degree 10: energy, contact, p4 = 6.5716e-06, -9.5738e-05, 3.1843e-04 (dimensionless)
Model decay powers, degrees 400 to 800: energy, contact, p4 = 7.990, 4.987, 4.989
Model best single, 12 functions: exponent 1.0, energy error 3.166e-06, contact -6.244e-05
Model best double, 6+6 functions: exponents 1.0,3.0, energy error 1.152e-08, contact -1.468e-06
Model doubled exponents 1,4: energy power from 12+12 to 24+24 = 7.515
Exponent window 2 to 6 a0^-1: peak log slope 0.3849 at R = 0.2747 a0
Reference doubled set: 256 functions, exponents 2 and 6 a0^-1
Reference energy = -2.9037243770 hartree
Reference contact density = 1.81042974 a0^-3
Reference p1^4 = 54.0880807 (hbar/a0)^4
Reference relative changes from smaller doubled set: energy, contact, p4 = 7.32e-11, 3.27e-06, 5.59e-06
Single degree 4, 22 functions: relative errors energy 3.741e-06, contact 1.115e-04, p4 6.031e-05
Single degree 5, 34 functions: relative errors energy 1.394e-06, contact 5.397e-04, p4 9.695e-04
Single degree 6, 50 functions: relative errors energy 4.771e-07, contact 1.959e-04, p4 3.767e-04
Single degree 7, 70 functions: relative errors energy 2.115e-07, contact 1.511e-04, p4 2.862e-04
Single degree 8, 95 functions: relative errors energy 9.797e-08, contact 9.377e-05, p4 1.805e-04
Single degree 9, 125 functions: relative errors energy 4.932e-08, contact 6.515e-05, p4 1.260e-04
Observed fitted powers, degrees 4 to 9: energy, contact, p4 = 5.39, 1.28, -0.00
Combined observable/energy relative-error ratio: degree 4 33.9, degree 9 2875.5
Doubled degrees 8+5, 129 functions: relative errors energy, contact, p4 = 1.659e-09, 2.014e-05, 3.324e-05
Degree 7 plus log degree 4, 92 functions: relative errors energy, contact, p4 = 6.906e-09, 5.980e-05, 1.125e-04
Best scanned single degree 9, exponent 2.5 a0^-1: relative errors energy, contact, p4 = 1.140e-08, 3.856e-05, 7.118e-05
Reference one-body Breit term = -1.143175935e-04 hartree = -752173.632 MHz
Breit error, single degree 9: contact -259.67971, p4 596.74297, sum 337.06326 MHz
Nonrelativistic energy error, single degree 9: 942.19882 MHz
Breit error, doubled 8+5: contact 80.27032, p4 -157.48101, sum -77.21069 MHz
Nonrelativistic energy error, doubled 8+5: 31.70107 MHz
```
